**Testing the ladder construction of spherical harmonics**

The program tests the Rodrigues form of $Y_{lm}$ and its equivalent with an explicit $(-1)^m$, where $l$ and $m$ label the eigenvalues $l(l+1)\hbar^2$ of $L^2$ and $m\hbar$ of $L_z$. It starts from the polynomial $(x+iy)^l$, lowers it with the Cartesian operator $L_-$, and finds the norms by quadrature on the sphere. For $l=0$ to $4$ it asserts that both closed forms agree with these functions, that the functions are orthonormal, and that the ladder coefficients have the derived positive values. It also asserts the polar form of $L_\pm$ on a trial function, the sign $(-1)^l$ that a positive top coefficient gives at the north pole, and the relation between $Y_{l,-m}$ and $Y_{lm}^*$. A separate test raises $P_l$ from $m=0$ and finds one minus sign per step; without $(-1)^m$ the matrix elements of $L_+$ for $m\ge0$ are negative. The largest absolute difference between the ladder functions and the closed forms on the grid is $9.3\times10^{-14}$. For $l=3$, $\theta=60^\circ$ and $\phi=0$, the output gives $Y_{31}=-0.0700$ from both forms.

## Program and output

```python
# Result under test: spherical harmonics built by lowering Y_ll, namely
#   Y_lm = (-1)^l/(2^l l!) sqrt((2l+1)(l+m)!/(4 pi (l-m)!))
#          * exp(i m phi) s^(-m) d^(l-m)/du^(l-m) (1-u^2)^l
# and the equivalent form with (-1)^m s^m d^(l+m)/du^(l+m) (u^2-1)^l.
# Symbols: u = cos(theta), s = sin(theta), l and m the quantum numbers,
# L = -i hbar r x grad; operators below are in units of hbar.
# Independent road: Cartesian operators act on polynomials in x, y, z,
# and all norms and matrix elements come from quadrature on the sphere.
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.constants import hbar
from scipy.integrate import quad

x, y, z = sp.symbols("x y z", real=True)
theta, phi, radius = sp.symbols("theta phi radius", positive=True)


def components(f):
    fx, fy, fz = (sp.diff(f, q) for q in (x, y, z))
    return (sp.expand(-sp.I * (y * fz - z * fy)),
            sp.expand(-sp.I * (z * fx - x * fz)),
            sp.expand(-sp.I * (x * fy - y * fx)))


def ladder(f, sign):
    lx, ly, _ = components(f)
    return sp.expand(lx + sign * sp.I * ly)


# Product quadrature, exact for the polynomials used here
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = 2 * pi * np.arange(16) / 16
U, PHI = np.meshgrid(nodes, angles, indexing="ij")
W = np.outer(weights, np.full(16, 2 * pi / 16))
S = np.sqrt(1 - U**2)
GRID = (S * np.cos(PHI), S * np.sin(PHI), U)


def values(f, points=GRID):
    function = sp.lambdify((x, y, z), f, "numpy")
    return function(*points) + 0j * points[0]


def inner(a, b):
    return np.sum(W * np.conj(a) * b)


def first_form(l, m, u, azimuth):
    s = np.sqrt(1 - u**2)
    derivative = (Polynomial([1.0, 0.0, -1.0])**l).deriv(l - m)(u)
    norm = sqrt((2*l + 1) * factorial(l + m) / (4*pi * factorial(l - m)))
    return ((-1)**l * norm / (2**l * factorial(l)) * derivative
            * s**(-float(m)) * np.exp(1j * m * azimuth))


def second_form(l, m, u, azimuth):
    s = np.sqrt(1 - u**2)
    derivative = (Polynomial([-1.0, 0.0, 1.0])**l).deriv(l + m)(u)
    norm = sqrt((2*l + 1) * factorial(l - m) / (4*pi * factorial(l + m)))
    return ((-1)**abs(m) * norm / (2**l * factorial(l)) * derivative
            * s**float(m) * np.exp(1j * m * azimuth))


# Polar form of the ladder operators on a function without symmetry
trial = x**2 * z + 2 * y * z**2 + x * y + 3 * z
to_polar = {x: radius * sp.sin(theta) * sp.cos(phi),
            y: radius * sp.sin(theta) * sp.sin(phi),
            z: radius * sp.cos(theta)}
trial_polar = trial.subs(to_polar)
sample = {radius: 1.3, theta: 0.7, phi: 0.4}
for sign in (1, -1):
    polar = sp.exp(sign * sp.I * phi) * (
        sign * sp.diff(trial_polar, theta)
        + sp.I * sp.cot(theta) * sp.diff(trial_polar, phi))
    cartesian = ladder(trial, sign).subs(to_polar)
    difference = complex(sp.N((polar - cartesian).subs(sample)))
    assert abs(difference) < 1e-11

# Build each multiplet, starting from a positive top coefficient
states, norms, lowering, raising, unsigned = {}, {}, {}, {}, {}
pole = (np.array(0.0), np.array(0.0), np.array(1.0))
pole_positive_start = {}
largest_error = 0.0
for l in range(5):
    integral = quad(lambda t: np.sin(t)**(2*l + 1), 0, pi)[0]
    formula = 2**(2*l + 1) * factorial(l)**2 / factorial(2*l + 1)
    assert abs(integral - formula) < 1e-10
    top = sp.expand((x + sp.I * y)**l)
    assert ladder(top, 1) == 0
    assert sp.expand(components(top)[2] - l * top) == 0
    square = sum(components(components(top)[i])[i] for i in range(3))
    assert sp.expand(square - l * (l + 1) * top) == 0
    current = top
    for m in range(l, -l - 1, -1):
        states[l, m] = current
        v = values(current)
        norms[l, m] = sqrt(inner(v, v).real)
        current = ladder(current, -1)
    assert current == 0
    top_formula = sqrt(factorial(2*l + 1) / (4*pi)) / (2**l * factorial(l))
    assert abs(1 / norms[l, l] - top_formula) < 1e-12

    # The positive start gives a pole value of sign (-1)^l
    at_pole = complex(values(states[l, 0], pole)) / norms[l, 0]
    pole_positive_start[l] = at_pole.real
    assert abs(at_pole - (-1)**l * sqrt((2*l + 1) / (4*pi))) < 1e-11

    harmonics = {}
    for m in range(-l, l + 1):
        harmonics[m] = (-1)**l * values(states[l, m]) / norms[l, m]
        for form in (first_form, second_form):
            error = np.max(np.abs(harmonics[m] - form(l, m, U, PHI)))
            largest_error = max(largest_error, error)
            assert error < 1e-10
    for m in range(-l, l + 1):
        for n in range(-l, l + 1):
            assert abs(inner(harmonics[m], harmonics[n]) - (m == n)) < 1e-10
        mirrored = (-1)**abs(m) * np.conj(harmonics[m])
        assert np.max(np.abs(harmonics[-m] - mirrored)) < 1e-10
        if m > -l:
            lowering[l, m] = norms[l, m - 1] / norms[l, m]
            assert abs(lowering[l, m] - sqrt((l + m)*(l - m + 1))) < 1e-10
        if m < l:
            raised = (-1)**l * values(ladder(states[l, m], 1)) / norms[l, m]
            raising[l, m] = inner(harmonics[m + 1], raised)
            expected = sqrt((l - m) * (l + m + 1))
            assert abs(raising[l, m] - expected) < 1e-10

    # Raising from m=0: exact sign, then functions without (-1)^m
    legendre = sp.legendre(l, z)
    climbed = legendre
    for m in range(l + 1):
        plain = sp.expand((x + sp.I * y)**m * sp.diff(legendre, z, m))
        assert sp.expand(climbed - (-1)**m * plain) == 0
        climbed = ladder(climbed, 1)
        if m < l:
            following = sp.expand((x + sp.I * y)**(m + 1)
                                  * sp.diff(legendre, z, m + 1))
            a, b = values(plain), values(following)
            scale = sqrt(inner(a, a).real * inner(b, b).real)
            element = inner(b, values(ladder(plain, 1))) / scale
            unsigned[l, m] = element.real
            assert abs(element + sqrt((l - m) * (l + m + 1))) < 1e-10

# Worked example
l, angle = 3, pi / 3
u, s = np.cos(angle), np.sin(angle)
point = (np.array(s), np.array(0.0), np.array(u))
print("Example l (dimensionless):", l)
print(f"Polar angle theta: {np.degrees(angle):.1f} degrees")
print("Azimuth phi: 0 degrees")
print(f"u = cos(theta): {u:.6f} (dimensionless)")
print(f"s = sin(theta): {s:.6f} (dimensionless)")
I3 = quad(lambda t: np.sin(t)**(2*l + 1), 0, pi)[0]
print(f"I_3 = integral of sin^7(theta): {I3:.6f} (dimensionless)")
c3 = (-1)**l / norms[l, l]
print(f"Top coefficient c_3: {c3:.6f} (dimensionless)")
print(f"Y_30 at pole if c_3 is positive: {pole_positive_start[l]:.6f}")
print(f"Y_30 at pole with c_3 negative: {-pole_positive_start[l]:.6f}")
print("Values at theta = 60 degrees, phi = 0 (dimensionless):")
for m in range(l, -l - 1, -1):
    value = (-1)**l * complex(values(states[l, m], point)) / norms[l, m]
    print(f"  Y_3,{m:+d} from the ladder: {value.real:+.6f}")
print("Lowering coefficients from m to m-1 (units of hbar):")
for m in range(l, -l, -1):
    print(f"  m = {m:+d}: {lowering[l, m]:.6f}")
print("Y_31 by the first form (dimensionless):")
d2 = (Polynomial([1.0, 0.0, -1.0])**l).deriv(2)(u)
factor1 = c3 * sqrt(factorial(4) / (factorial(6) * factorial(2)))
print(f"  second derivative of (1-u^2)^3: {d2:.6f}")
print(f"  prefactor including c_3: {factor1:.6f}")
print(f"  result: {factor1 * d2 / s:.6f}")
print("Y_31 by the second form (dimensionless):")
dP = float(sp.diff(sp.legendre(3, z), z).subs(z, sp.Rational(1, 2)))
factor2 = sqrt(7 * factorial(2) / (4 * pi * factorial(4)))
print(f"  dP_3/du: {dP:.6f}")
print(f"  positive prefactor without (-1)^m: {factor2:.6f}")
print(f"  result with (-1)^m: {-factor2 * s * dP:.6f}")
assert abs(factor1 * d2 / s + factor2 * s * dP) < 1e-12
with_sign = raising[l, 0].real
print("Matrix element of L+ from m=0 to m=1, l=3:")
print(f"  with (-1)^m: {with_sign:+.6f} hbar")
print(f"  without (-1)^m: {unsigned[l, 0]:+.6f} hbar")
print(f"  hbar: {hbar:.6e} J s")
print(f"  with (-1)^m, converted: {with_sign * hbar:.6e} J s")
print(f"Largest ladder-formula difference, l=0..4: {largest_error:.1e}")
print("tests ok")
```

It prints:

```
Example l (dimensionless): 3
Polar angle theta: 60.0 degrees
Azimuth phi: 0 degrees
u = cos(theta): 0.500000 (dimensionless)
s = sin(theta): 0.866025 (dimensionless)
I_3 = integral of sin^7(theta): 0.914286 (dimensionless)
Top coefficient c_3: -0.417224 (dimensionless)
Y_30 at pole if c_3 is positive: -0.746353
Y_30 at pole with c_3 negative: 0.746353
Values at theta = 60 degrees, phi = 0 (dimensionless):
  Y_3,+3 from the ladder: -0.270995
  Y_3,+2 from the ladder: +0.383245
  Y_3,+1 from the ladder: -0.069971
  Y_3,+0 from the ladder: -0.326529
  Y_3,-1 from the ladder: +0.069971
  Y_3,-2 from the ladder: +0.383245
  Y_3,-3 from the ladder: +0.270995
Lowering coefficients from m to m-1 (units of hbar):
  m = +3: 2.449490
  m = +2: 3.162278
  m = +1: 3.464102
  m = +0: 3.464102
  m = -1: 3.162278
  m = -2: 2.449490
Y_31 by the first form (dimensionless):
  second derivative of (1-u^2)^3: 1.125000
  prefactor including c_3: -0.053863
  result: -0.069971
Y_31 by the second form (dimensionless):
  dP_3/du: 0.375000
  positive prefactor without (-1)^m: 0.215453
  result with (-1)^m: -0.069971
Matrix element of L+ from m=0 to m=1, l=3:
  with (-1)^m: +3.464102 hbar
  without (-1)^m: -3.464102 hbar
  hbar: 1.054572e-34 J s
  with (-1)^m, converted: 3.653144e-34 J s
Largest ladder-formula difference, l=0..4: 9.3e-14
tests ok
```
